# Extended Hückel results depend on the chosen energy zero

## Definitions and conventions

Let $\phi_1,\dots,\phi_n$ be real, normalized, linearly independent atomic orbitals with overlaps $S_{ij}=\langle\phi_i|\phi_j\rangle$, so that $S_{ii}=1$. A molecular orbital $\sum_i C_i\phi_i$ and its energy $E$ follow from

$$HC=E\,SC,\qquad C^{T}SC=1. \tag{1}$$

In the extended Hückel method the diagonal elements $H_{ii}=h_i$ are parameters, taken here as minus an ionization energy. The zero of energy is then an electron at rest far from the molecule, and the $h_i$ of bound electrons are negative. The off-diagonal elements come from the Wolfsberg-Helmholz rule,

$$H_{ij}=K\,S_{ij}\,m_{ij},\qquad m_{ij}=\frac{h_i+h_j}{2},\qquad i\neq j, \tag{2}$$

with one dimensionless constant $K$ for all pairs; the model examples below use $K=1.75$. A shift $c$ means that every $h_i$ is replaced by $h_i+c$, while $K$ and the overlaps stay fixed. Energies are in eV.

## The belief and its appeal

The belief is this: since the zero of energy is arbitrary, adding the same $c$ to all the $h_i$ adds $c$ to every orbital energy and changes nothing else. Gaps, orbital shapes and charges should stay as they were.

For a Hamiltonian operator this is sound. Replacing $\hat H$ by $\hat H+c$ changes its matrix elements to

$$\langle\phi_i|\hat H+c|\phi_j\rangle=H_{ij}+c\,S_{ij}, \tag{3}$$

because a constant can be taken out of the integral, leaving the overlap. If $C$ solves (1), then

$$(H+cS)C=HC+c\,SC=(E+c)\,SC. \tag{4}$$

The same $C$ solves the new problem, with energy $E+c$. On the diagonal, where $S_{ii}=1$, equation (3) says $h_i\to h_i+c$, which is just what one does to the parameters. It is tempting to suppose that the rest of the matrix follows correctly.

It does not. For $i\neq j$, rule (2) gives

$$K S_{ij}\,\frac{(h_i+c)+(h_j+c)}{2}=K S_{ij}m_{ij}+K c\,S_{ij}=H_{ij}+K c\,S_{ij}. \tag{5}$$

A change of zero requires $cS_{ij}$; the rule supplies $KcS_{ij}$. The excess is $(K-1)cS_{ij}$ off the diagonal and zero on it. Since $S-I$ has the elements $S_{ij}$ off the diagonal and zero on it, the whole shifted matrix is

$$H(c)=H+cS+(K-1)\,c\,(S-I). \tag{6}$$

The first two terms are the true change of zero. The third is a change of the model. It vanishes if $c=0$, if $K=1$, or if all the off-diagonal overlaps vanish.

## The extra term cannot be absorbed

A nonzero extra matrix might conceivably leave the spectrum alone. A sum over levels excludes this. Multiplying (1) by $S^{-1}$ shows that the $E_k$ are the eigenvalues of $S^{-1}H$, so their sum is $\operatorname{tr}(S^{-1}H)$. Applying this to (6), with $\operatorname{tr}(S^{-1}S)=n$, gives

$$\sum_k\left[E_k(c)-E_k(0)\right]=nc-(K-1)\,c\left(\operatorname{tr}S^{-1}-n\right). \tag{7}$$

Let $\sigma_k$ be the eigenvalues of $S$. They are positive because the orbitals are linearly independent, and they add up to $\operatorname{tr}S=n$. For each of them

$$\frac1{\sigma_k}+\sigma_k-2=\frac{(1-\sigma_k)^2}{\sigma_k}\ge 0 .$$

Summing over $k$ gives $\operatorname{tr}S^{-1}\ge 2n-n=n$, with equality only when every $\sigma_k=1$, that is, when $S=I$. So if $c\neq0$, $K\neq1$ and some overlap is nonzero, the sum in (7) differs from $nc$, and the levels cannot all have moved by $c$.

Take three orbitals with $h=(-20,-14,-10)$ eV, $S_{12}=0.25$, $S_{13}=0.10$, $S_{23}=0.30$ and $K=1.75$. Inverting $S$ numerically gives $\operatorname{tr}S^{-1}=3.3284$. For $c=4$ eV, equation (7) gives

$$12-0.75\times4\times0.3284=11.01\ \text{eV},$$

instead of 12 eV. Numerical diagonalization before and after the shift shows how this is shared out: from the lowest level to the highest, the levels move by 4.38, 3.86 and 2.77 eV.

## Which levels move too far

The unequal motion has a simple chemical meaning for small shifts. Differentiate (1) with respect to $c$ for a nondegenerate level, with $S$ fixed and a prime for the derivative:

$$H'C+HC'=E'SC+E\,SC'.$$

Multiply from the left by $C^T$. Since $H$ and $S$ are symmetric, $C^TH=E\,C^TS$, so the terms containing $C'$ cancel. With $C^TSC=1$ this leaves

$$E'=C^TH'C. \tag{8}$$

From (6), $H'=S+(K-1)(S-I)$, and therefore

$$\frac{dE_k}{dc}=1+(K-1)\,p_k,\qquad p_k=1-\sum_i C_{ik}^2 . \tag{9}$$

The normalization condition, written out, is $\sum_iC_{ik}^2+2\sum_{i<j}C_{ik}C_{jk}S_{ij}=1$. Hence

$$p_k=2\sum_{i<j}C_{ik}C_{jk}S_{ij},$$

which is the overlap population of level $k$ per electron. It is positive for a net bonding orbital and negative for a net antibonding one. For $K>1$ and a small upward shift, bonding levels rise by more than $c$ and antibonding levels by less. After $c$ is subtracted again, bonding levels lie higher than before and antibonding levels lower.

In the three-orbital model the unshifted orbitals have $p=0.144$, $-0.035$ and $-0.437$. Equation (9) turns these into slopes of 1.108, 0.974 and 0.672. The finite shifts quoted above do not equal 4 eV times these slopes, because the orbitals themselves change along the way.

## Two orbitals in closed form

Let $h_1=m-d$ and $h_2=m+d$ with $d>0$, and write $s=S_{12}$ with $0<s<1$. After the shift the mean diagonal energy is $M=m+c$, and the rule gives $H_{12}=KsM$. Put $E=M+x$. The condition for a nonzero solution of (1) is

$$(-d-x)(d-x)-\left[KsM-s(M+x)\right]^2=0 .$$

The first product is $x^2-d^2$. The bracket is $(K-1)sM-sx=b-sx$, where

$$b=(K-1)\,s\,(m+c). \tag{10}$$

Thus $x^2-d^2=b^2-2bsx+s^2x^2$, or, collecting powers of $x$,

$$(1-s^2)x^2+2bs\,x-(b^2+d^2)=0 .$$

One quarter of the discriminant is $b^2s^2+(1-s^2)(b^2+d^2)=b^2+(1-s^2)d^2$. Calling its square root $r$, we have

$$E_\pm=m+c+\frac{-bs\pm r}{1-s^2},\qquad r=\sqrt{b^2+(1-s^2)d^2}. \tag{11}$$

The gap is $2r/(1-s^2)$. It depends on $c$ through $b$, and $b$ contains the distance of the mean orbital energy from the chosen zero.

The charges depend on it too. With two electrons in the lower level, the Mulliken populations are $q_1=2(C_1^2+sC_1C_2)$ and $q_2=2(C_2^2+sC_1C_2)$, so $q_1-q_2=2(C_1^2-C_2^2)$. To find this difference, apply (8) with $d$ as the variable and $m$, $c$ held fixed. Only the diagonal elements contain $d$, so $\partial E_-/\partial d=-C_1^2+C_2^2$. From (11), $\partial r/\partial d=(1-s^2)d/r$, which gives $\partial E_-/\partial d=-d/r$. Therefore

$$q_1-q_2=\frac{2d}{r}. \tag{12}$$

### The numbers

Choose $h_1=-14$ eV, $h_2=-10$ eV, $s=0.25$ and $K=1.75$. Then $m=-12$ eV, $d=2$ eV and $1-s^2=0.9375$.

At $c=0$, $b=0.75\times0.25\times(-12)=-2.25$ eV and $r=\sqrt{5.0625+3.75}=2.9686$ eV. The lower level is

$$E_-=-12+\frac{0.5625-2.9686}{0.9375}=-14.57\ \text{eV},$$

and the upper one, with $+2.9686$ in the numerator, is $-8.23$ eV. The gap is 6.33 eV, and the lower level lies 0.57 eV below $h_1$. Equation (12) gives $q_1-q_2=4/2.9686=1.347$. Since $q_1+q_2=2$, it follows that $q_1=1.67$ and $q_2=0.33$.

Now add 4 eV to both diagonal energies and apply the rule again. Then $b=0.75\times0.25\times(-8)=-1.5$ eV and $r=\sqrt{2.25+3.75}=2.4495$ eV, so

$$E_-=-8+\frac{0.375-2.4495}{0.9375}=-10.21\ \text{eV},$$

and $E_+=-4.99$ eV. The gap has fallen to 5.23 eV. The lower level is now 0.21 eV below the shifted $h_1$, so more than half of its stabilization has gone. The populations have become 1.82 and 0.18.

A true change of zero would have given levels at $-10.57$ and $-4.23$ eV, with the gap and populations unchanged. The fault is in one matrix element. The original $H_{12}$ is $1.75\times0.25\times(-12)=-5.25$ eV, and the true shift makes it $-5.25+0.25\times4=-4.25$ eV. The rule makes it $1.75\times0.25\times(-8)=-3.50$ eV.

### Larger shifts

A large enough shift reverses the phase of the lower orbital. The second row of (1) gives

$$\frac{C_2}{C_1}=-\frac{b-sx}{d-x}.$$

For the lower root, $x<0$, because the product of the two roots, $-(b^2+d^2)/(1-s^2)$, is negative. The denominator is therefore positive. Inserting the lower root in the numerator gives

$$b-sx=\frac{b(1-s^2)+bs^2+sr}{1-s^2}=\frac{b+sr}{1-s^2}.$$

The orbital is in phase when $b<-sr$. This requires $b<0$ and $b^2>s^2b^2+s^2(1-s^2)d^2$, which reduces to $b^2>s^2d^2$, hence $b<-sd$. For $K>1$, definition (10) turns this into $c<c^*$, with

$$c^*=-m-\frac{d}{K-1}. \tag{13}$$

Here $c^*=12-2/0.75=9.33$ eV. At that shift $b=-sd$, so $r=d$, and (12) puts both electrons on orbital 1. At $c=10$ eV the lower orbital has $C_2/C_1=-0.03$: a slightly out-of-phase combination has become the lower level. No change in the molecule has caused this.

An unchanged gap is not proof of a harmless shift. At $c=-2m=24$ eV, $b$ has changed sign but $r$ has not, so the gap is again 6.33 eV and (12) gives the original populations. Yet this $c$ exceeds $c^*$, so the lower orbital is out of phase where it was originally in phase.

## Why $K=1$ is no escape

With $K=1$ the extra term in (6) disappears, and for rule (2) the belief becomes true. (It does not for the weighted form used in many programs, where $K$ is replaced by $K+\Delta^2+\Delta^4(1-K)$ with $\Delta=(h_i-h_j)/(h_i+h_j)$. Since $\Delta$ itself changes with $c$, a shift of 4 eV at $K=1$ moves the three-orbital levels by 4.009, 4.025 and 4.023 eV.) The price is seen for two equal orbitals of energy $h$. By symmetry the solutions have $C_2=\pm C_1$. With $a=h+c$ and $H_{12}=Ksa$, equation (1) gives

$$E_{\text{in}}=a\,\frac{1+Ks}{1+s},\qquad E_{\text{out}}=a\,\frac{1-Ks}{1-s}. \tag{14}$$

Their difference is

$$E_{\text{out}}-E_{\text{in}}=a\,\frac{(1-Ks)(1+s)-(1+Ks)(1-s)}{1-s^2}=-\frac{2(K-1)s\,a}{1-s^2}. \tag{15}$$

At $K=1$ both levels equal $a$, and there is no bonding. For $K>1$ the gap is proportional to $|a|$. With $h=-12$ eV and the previous $s$ and $K$, it is 4.80 eV at $c=0$ and 3.20 eV after a shift of 4 eV, in the ratio 12 to 8.

Splitting the rule into two parts shows the origin of this:

$$K S_{ij}m_{ij}=S_{ij}m_{ij}+(K-1)S_{ij}\,(m_{ij}-\varepsilon_0),\qquad \varepsilon_0=0. \tag{16}$$

The first part gains $cS_{ij}$ under a shift, as it should. The second is the part that splits two equal orbitals, and its size is proportional to the depth of the orbitals below a reference energy $\varepsilon_0$. In the convention adopted here $\varepsilon_0$ is the energy of the free electron at rest. It is part of the model, though the notation hides it because its value is zero.

## A case with real integrals

The hydrogen molecular ion shows the same conflict with matrix elements that are integrated rather than assumed. Place the protons 2 bohr apart and use one hydrogen 1s function, of exponent 1 bohr$^{-1}$, on each. The diagonal element is then the true $H_{11}$, which includes the attraction to the second proton and is not minus an atomic ionization energy. The electronic Hamiltonian contains the kinetic energy and the attraction to both protons; the proton repulsion is left out. Numerical integration in prolate spheroidal coordinates gives

$$s=0.5865,\qquad H_{11}=-26.46\ \text{eV},\qquad H_{12}=-19.03\ \text{eV}.$$

For this pair, rule (2) reproduces $H_{12}$ if

$$K=\frac{H_{12}}{sH_{11}}=\frac{-19.03}{0.5865\times(-26.46)}=1.226.$$

Now add 4 eV to the potential and integrate again. The diagonal element becomes $-22.46$ eV and $H_{12}$ becomes $-16.68$ eV, a change of $4s=2.35$ eV, as (3) requires. The gap in this two-function basis remains 10.69 eV. (This basis is far from complete: large basis sets give 11.84 eV for the same gap, 1.15 eV more.) The rule with the old $K$ gives $H_{12}=1.226\times0.5865\times(-22.46)=-16.15$ eV and a gap of 9.08 eV, which is 15% below the gap from the integrals. To reproduce the shifted $H_{12}$, $K$ would have to be 1.266. These values of $K$ belong to the chosen basis functions: with exponent 1.24 they become 1.420 and 1.496, while the shortfall in the gap stays at 15%. A value of $K$ other than 1 therefore has a meaning only together with a stated zero.

## How to change the zero

The safe procedure is to build $H$ at the reference zero and then add $cS$ to the finished matrix. By (4), this is equivalent to solving the original problem and adding $c$ to the energies. In (16) it amounts to moving $\varepsilon_0$ to $c$ along with the orbital energies.

One may instead ask for a new constant that gives the right element from shifted diagonal energies. It must satisfy $K'_{ij}S_{ij}(m_{ij}+c)=KS_{ij}m_{ij}+cS_{ij}$. For $S_{ij}\neq0$ and $m_{ij}+c\neq0$,

$$K'_{ij}=\frac{K m_{ij}+c}{m_{ij}+c}. \tag{17}$$

This depends on the pair. In the three-orbital model with $c=4$ eV, the pairs 12, 13 and 23 need 1.98, 2.02 and 2.13. One new $K$ can repair a single pair, or several pairs with the same $m_{ij}$, but not these three.

The distinction matters when a shift has a physical cause. A uniform electrostatic potential that changes the electron's energy by $v$ everywhere adds $v$ to the operator and $vS_{ij}$ to its matrix. If $v$ is put into the $h_i$ before the rule is applied, the off-diagonal elements receive $KvS_{ij}$, and for $K\neq1$ a potential that exerts no force appears to alter the bonding. An approximate treatment of a nonuniform potential should likewise reduce to $vS_{ij}$, without the factor $K$, when the potential becomes uniform.

Numerical values quoted here were computed with a short program.
